# Gaussian Preisach Major Loops Determine Only the Summed Variance

A smooth, saturated hysteresis loop of a ferroelectric film can sometimes be fitted by a Preisach model with two Gaussian widths, one for the coercive field and one for the bias field. If both widths are left free, the fit can return very different pairs with the same quality. The choice can then matter when the film is driven through a partial loop. In the example below, two parameter sets with the same major loop predict $-11.8$ and $-8.2\ \mu\mathrm{C/cm^2}$ after the same partial cycle. The loop does fix one combination of the widths, and a further reading can supply the other.

## The relays and their histories

Let the film consist of independent two-state relays of equal polarization, all subject to the same field $E$. A relay has coercive field $C>0$ and bias field $B$. It switches up when a rising field reaches $U$, and down when a falling field reaches $D$, where

$$U=B+C,\qquad D=B-C. \tag{1}$$

A positive bias therefore shifts a relay's loop towards positive field. Switching is taken to be independent of rate. If a fraction $F$ of the relays is up, the switched polarization is

$$P=P_s\,[F-(1-F)]=P_s(2F-1), \tag{2}$$

with $P_s$ the saturation value. Linear dielectric charge is not included in $P$.

Start from negative saturation, with every relay down, and raise the field steadily. At field $E$ the relays that are up are those whose upper threshold has been passed. Start instead from positive saturation and lower the field. A relay is still up if its lower threshold has not yet been reached. Thus

$$F_{\rm asc}(E)=\Pr(U\le E),\qquad F_{\rm desc}(E)=\Pr(D\le E). \tag{3}$$

A threshold equal to $E$ has zero probability for a continuous distribution, so the equality signs are harmless.

Now let $C$ and $B$ be independent Gaussian variables with means $m_c>0$ and $m_b$ and standard deviations $s_c$ and $s_b$. A Gaussian for $C$ extends to negative values, where (1) would put the upper threshold below the lower one. Such entries are not relays and must be discarded. The discarded probability is

$$q=\Pr(C\le0)=\Phi\!\left(-\frac{m_c}{s_c}\right),\qquad \Phi(z)=\int_{-\infty}^{z}\frac{e^{-t^2/2}}{\sqrt{2\pi}}\,dt. \tag{4}$$

I first use the full Gaussian and then bound the error this makes.

## The error-function branches

The density of $U$ is the convolution of the two Gaussian densities. Write $x=C-m_c$ for the deviation of the coercive field and $v=U-m_b-m_c$ for that of the threshold. The deviation of the bias field is then $v-x$, and

$$f_U=\frac{1}{2\pi s_cs_b}\int_{-\infty}^{\infty}\exp\!\left[-\frac{x^2}{2s_c^2}-\frac{(v-x)^2}{2s_b^2}\right]dx. \tag{5}$$

Define

$$s^2=s_c^2+s_b^2. \tag{6}$$

The coefficient of $x^2$ in $x^2/s_c^2+(v-x)^2/s_b^2$ is $1/s_c^2+1/s_b^2=s^2/(s_c^2s_b^2)$, and the cross term is $-2xv/s_b^2$. Completing the square gives

$$\frac{x^2}{s_c^2}+\frac{(v-x)^2}{s_b^2}
=\frac{s^2}{s_c^2s_b^2}\left(x-\frac{s_c^2}{s^2}v\right)^2+\frac{v^2}{s^2}. \tag{7}$$

The last term follows because the remainder is $(v^2/s_b^2)(1-s_c^2/s^2)$, and the bracket equals $s_b^2/s^2$. The integral over the square is $\sqrt{2\pi}\,s_cs_b/s$, so

$$f_U=\frac{1}{\sqrt{2\pi}\,s}\exp\!\left[-\frac{(U-m_b-m_c)^2}{2s^2}\right]. \tag{8}$$

For $D=B-C$, note that $-C$ is Gaussian with mean $-m_c$ and the same standard deviation $s_c$. The same calculation therefore gives mean $m_b-m_c$ and variance $s^2$. The sign of $C$ moves the mean but leaves the variance alone.

Let the two means be

$$e_{\rm up}=m_b+m_c,\qquad e_{\rm dn}=m_b-m_c. \tag{9}$$

By (3), $F_{\rm asc}=\Phi[(E-e_{\rm up})/s]$ and $F_{\rm desc}=\Phi[(E-e_{\rm dn})/s]$. Splitting the integral in (4) at zero and substituting $t=\sqrt2\,y$ gives

$$\Phi(z)=\frac12+\frac{1}{\sqrt\pi}\int_0^{z/\sqrt2}e^{-y^2}dy=\frac12+\frac12\,\mathrm{erf}\!\left(\frac{z}{\sqrt2}\right). \tag{10}$$

With (2), the major branches are

$$P_{\rm asc}=P_s\,\mathrm{erf}\!\left(\frac{E-e_{\rm up}}{\sqrt2\,s}\right),\qquad
P_{\rm desc}=P_s\,\mathrm{erf}\!\left(\frac{E-e_{\rm dn}}{\sqrt2\,s}\right). \tag{11}$$

## The cost of the negative tail

Let $A$ be any event, such as $U\le E$. Dividing it according to the sign of $C$,

$$\Pr(A)=(1-q)\Pr(A|C>0)+q\Pr(A|C\le0), \tag{12}$$

and therefore

$$\Pr(A|C>0)-\Pr(A)=q\,[\Pr(A|C>0)-\Pr(A|C\le0)]. \tag{13}$$

The bracket lies between $-1$ and $1$. The fraction up is thus wrong by at most $q$, and by (2) the polarization by at most

$$|\Delta P|\le2P_sq. \tag{14}$$

The tail is certainly negligible if $2P_sq$ is small compared with the accuracy of the polarization data. This condition is sufficient but not necessary: with a broad bias distribution the actual error can be much smaller than the bound.

When the bound is large, the tail can matter. Take $P_s=20\ \mu\mathrm{C/cm^2}$, $m_b=0.1$ MV/cm and a small mean coercive field, $m_c=0.3$ MV/cm. Compare $(s_c,s_b)=(0.24,0.18)$ MV/cm with the exchanged pair. The sum (6) is the same, but the tails are $0.106$ and $0.048$. Numerical integration over $C>0$ gives ascending branches that differ by up to $1.83\ \mu\mathrm{C/cm^2}$, about 9% of $P_s$. Here the major loop does carry information about the split, through the cut at $C=0$. Most of the difference can be absorbed by the other parameters, however. If both branches of the first pair are fitted by least squares with the ratio $s_c/s_b$ of the second, leaving $P_s$, $m_c$, $m_b$ and $s$ free, the largest remaining difference is only about $0.33\ \mu\mathrm{C/cm^2}$. For small $q$ that information remains in principle, but by (14) it is confined to differences no larger than the sum of the two tail bounds.

## What the loop fixes

Within (11), the limits at large field give $P_s$. The zero crossings give $e_{\rm up}$ and $e_{\rm dn}$, and (9) then yields

$$m_c=\frac{e_{\rm up}-e_{\rm dn}}2,\qquad m_b=\frac{e_{\rm up}+e_{\rm dn}}2. \tag{15}$$

Since $d\,\mathrm{erf}(y)/dy=(2/\sqrt\pi)e^{-y^2}$, the slope at either crossing is

$$\left.\frac{dP}{dE}\right|_{P=0}=P_s\,\frac{2}{\sqrt\pi}\,\frac{1}{\sqrt2\,s}=\sqrt{\frac2\pi}\,\frac{P_s}{s}, \tag{16}$$

which gives $s$. So $P_s$, $m_c$, $m_b$ and $s^2$ are determined. Nothing else is, because (11) contains no other parameter. All the remaining freedom is shown by writing

$$s_c=s\sin\theta,\qquad s_b=s\cos\theta,\qquad 0\le\theta\le\frac{\pi}{2}. \tag{17}$$

Changing $\theta$ at fixed $s$ leaves both branches unchanged, as long as the tail stays negligible. A second branch does not help: it repeats the same variance.

The repetition comes from independence. If $C$ and $B$ are jointly Gaussian with covariance $K$, then

$$\mathrm{Var}(U)=s^2+2K,\qquad \mathrm{Var}(D)=s^2-2K. \tag{18}$$

Unequal branch widths then reveal $K$, while their mean variance is again $s^2$, so the split is still missing. For $s_c=0.24$ and $s_b=0.18$ MV/cm with correlation coefficient $0.5$, $K=0.5\times0.24\times0.18=0.0216\ (\mathrm{MV/cm})^2$. The widths of the ascending and descending branches become $0.365$ and $0.216$ MV/cm.

The missing information lies in how the two thresholds of the same relay go together. Expanding the covariance, the cross terms cancel and

$$\mathrm{Cov}(U,D)=\mathrm{Cov}(B+C,B-C)=s_b^2-s_c^2. \tag{19}$$

A bias spread moves both thresholds the same way; a coercive spread moves them apart. Each major branch sees one threshold and cannot tell these motions apart.

## A reading that separates the variances

A partial cycle tests both thresholds of each relay. From negative saturation, raise the field to $e_{\rm up}$, where $P=0$, and then lower it to $e_{\rm dn}$. A relay is up at the end if it switched up on the way out and has not switched down on the way back:

$$U\le e_{\rm up}\quad\text{and}\quad D\le e_{\rm dn}. \tag{20}$$

Let $X=(C-m_c)/s_c$ and $Y=(B-m_b)/s_b$, which are independent standard Gaussians when the tail is neglected. Inserting (1) and (9) in (20) gives

$$s_bY+s_cX\le0,\qquad s_bY-s_cX\le0. \tag{21}$$

Both hold when $s_bY\le-s_c|X|$, that is, when $|X|\le(s_b/s_c)(-Y)$ with $Y\le0$. In the $(X,Y)$ plane this is a wedge around the negative $Y$ axis. Its half-angle is $\arctan(s_b/s_c)=\pi/2-\theta$ by (17). The density depends on $X^2+Y^2$ alone, so the probability of the wedge is its full angle divided by $2\pi$:

$$F=\frac{2(\pi/2-\theta)}{2\pi}=\frac12-\frac\theta\pi. \tag{22}$$

The reduced reading $p=P/P_s=2F-1$ is therefore

$$p=-\frac{2\theta}{\pi}=-\frac2\pi\arctan\frac{s_c}{s_b}. \tag{23}$$

It is linear in the very angle that the major loop leaves free. Inverting with (17),

$$s_c=s\sin\!\left(\frac{\pi|p|}2\right),\qquad s_b=s\cos\!\left(\frac{\pi|p|}2\right). \tag{24}$$

Equation (24) assumes that $C$ and $B$ are independent. For jointly Gaussian $C$ and $B$, major branches of unequal width signal a correlation, and the inferred pair is then biased unless $s_c=s_b$: for $(s_c,s_b)=(0.24,0.18)$ MV/cm, $s=0.30$ MV/cm and correlation coefficient $0.5$, (24) returns $(0.244,0.175)$ MV/cm.

The limits of (23) explain the sign and range. If $s_c=0$, all relays have the same coercive field. The half with $B\le m_b$ has switched up by the time the field reaches $e_{\rm up}$, and these same relays have $D\le e_{\rm dn}$, so they stay up and $p=0$. If $s_b=0$, the relays that switch up have $C\le m_c$, hence $D\ge e_{\rm dn}$, and they all switch back, giving $p=-1$.

An error in $p$ carries over simply. Differentiating (24) at fixed $s$,

$$\delta s_c=\frac\pi2 s_b\,\delta|p|,\qquad \delta s_b=-\frac\pi2 s_c\,\delta|p|. \tag{25}$$

## A numerical case

Take $P_s=20\ \mu\mathrm{C/cm^2}$, $m_c=1.10$ MV/cm and $m_b=0.10$ MV/cm. In set A, $(s_c,s_b)=(0.24,0.18)$ MV/cm; in set B the two are exchanged. Both have $s=\sqrt{0.0576+0.0324}=0.30$ MV/cm. The crossings are $1.20$ and $-1.00$ MV/cm, or $1.20$ and $-1.00$ V across 10 nm. The slope (16) is $0.798\times20/0.30=53.2$ in $\mu\mathrm{C/cm^2}$ per MV/cm.

One width above the upper crossing, at $1.5$ MV/cm, (11) gives $20\,\mathrm{erf}(1/\sqrt2)=13.65\ \mu\mathrm{C/cm^2}$. Driving a $400\times400$ grid of explicit relays through the loop gives $13.66$ for either set. The agreement with (11) is the informative part: exchanging the grid axes makes the equality between A and B automatic. A separate check integrates the truncated distribution for the unsymmetrical choice $s_c=0.29$ MV/cm, again with $s=0.30$ MV/cm. Its branches depart from (11) by at most $0.003\ \mu\mathrm{C/cm^2}$ at the fields sampled, within the bound (14). For set A the bound is $9\times10^{-5}\ \mu\mathrm{C/cm^2}$.

The partial cycle separates the sets. For A, $\theta=\arctan(0.24/0.18)=0.927$, so $p=-0.590$ and $P=-11.81\ \mu\mathrm{C/cm^2}$. For B, $\theta=0.644$, $p=-0.410$ and $P=-8.19\ \mu\mathrm{C/cm^2}$. The driven relays reproduce both values to about $0.001\ \mu\mathrm{C/cm^2}$, which is also the size of the shift when the number of grid points per axis is doubled. If the reading for A is too negative by $0.02P_s$, the inferred pair becomes $(0.246,0.172)$ MV/cm, as (25) predicts.

## The model beside a real film

The values of $P_s$ and $m_c$ are rough typical ones for a 10 nm ferroelectric hafnium-zirconium oxide film; the bias and the widths are chosen. The resulting loop is squarer than is typical of such films, since it keeps $19.98$ of its $20\ \mu\mathrm{C/cm^2}$ on returning to zero field. A drive amplitude of 3.0 MV/cm saturates the model, but a breakdown field of roughly 4 MV/cm leaves a factor of only about 1.3. With relative permittivity 30, linear charge adds $-2.66\ \mu\mathrm{C/cm^2}$ at the reading field. That is comparable with the $3.6\ \mu\mathrm{C/cm^2}$ between A and B, so it must be subtracted. Rate and temperature matter too. Suppose the switching time is $\tau_0\exp[W/(TE)]$ with constant $W$ and $\tau_0=10^{-13}$ s, and set it equal to one period. Going from 1 to 10 kHz at 300 K then raises $m_c$ from 1.10 to 1.22 MV/cm, and going from 300 to 358 K at 1 kHz lowers it to 0.92 MV/cm. These shifts only illustrate the direction and rough size. They rest on the assumed $\tau_0$ and law, which imply an activation field $W/T\approx25$ MV/cm not fitted to any film. Integrating the same law over a triangular ramp of 3 MV/cm amplitude, with $W$ reset to give 1.10 MV/cm at 1 kHz and 300 K, gives about 1.25 and 0.93 MV/cm instead. The loop and the partial cycle should therefore share one temperature and time scale.

The depolarizing field of a thin interface layer can also disturb the inferred widths. Let the film have thickness $d$ and permittivity $\varepsilon_f$, and the layer $d_i$ and $\varepsilon_i$. With no charge trapped between them, continuity of displacement and the total voltage require

$$\varepsilon_0\varepsilon_fE_f+P=\varepsilon_0\varepsilon_iE_i,\qquad E_fd+E_id_i=E_ad, \tag{26}$$

where $E_a$ is the voltage divided by $d$. Eliminating $E_i$ gives

$$E_f=aE_a-kP,\quad a=\frac{\varepsilon_id}{\varepsilon_id+\varepsilon_fd_i},\quad k=\frac{d_i}{\varepsilon_0(\varepsilon_id+\varepsilon_fd_i)}. \tag{27}$$

The relays respond to $E_f$. Since $E_a=(E_f+kP)/a$, the inverse slope at a crossing is $dE_a/dP=[\sqrt{\pi/2}\,s/P_s+k]/a$. Reading this through (16) gives an apparent width

$$s_{\rm app}=\frac{s+\sqrt{2/\pi}\,kP_s}{a}. \tag{28}$$

For an illustrative layer with $d_i=0.1$ nm and $\varepsilon_i=10$, $a=0.971$ and $kP_s=0.219$ MV/cm. Then $s_{\rm app}=(0.300+0.175)/0.971=0.489$ MV/cm, 63% above the true width. This is the width read from the slope at a crossing. The sheared branch is no longer an exact error function, and a least-squares fit to the whole branch gives about 0.46 MV/cm. A layer this thin is less than an atomic plane, and at $P=P_s$ and zero applied field it would carry about 22 MV/cm. It should therefore be read only as an effective series capacitance, here $\varepsilon_0\varepsilon_i/d_i\approx89\ \mu\mathrm{F/cm^2}$, and not as a real dielectric film. A fixed trapped charge, excluded here, would only shift the loop along the field axis; charge that follows the polarization would change the size of the effect.

The partial cycle is distorted as well. Its turning point is safe, because $P=0$ there. At the applied field of the lower crossing, however, $P$ is negative, so by (27) the film field lies above $e_{\rm dn}$ and too few relays have switched back. For set A the reading is $-9.10$ instead of $-11.81\ \mu\mathrm{C/cm^2}$. Used with $s_{\rm app}$ in (24), it gives $(0.321,0.369)$ MV/cm and reverses the order of the two widths. The cure, when $a$ and $k$ are known, starts from the switched polarization itself. Subtracting the linear charge of the whole stack from the measured charge leaves $aP$, which must be divided by $a$. Then plot the loop against $E_f$ and take the reading where $aE_a-kP=e_{\rm dn}$. This point is reached without ambiguity: on the return curve $P$ does not decrease with $E_f$, so $E_f+kP$ rises steadily with $E_f$.

The remaining values are listed in the numerical output.

## Numbers as computed

```
Ps = 20.0 uC/cm2; film thickness = 10 nm
mean coercive = 1.10, mean bias = 0.10 MV/cm
split A: s_c = 0.24, s_b = 0.18 MV/cm
  tail q = 2.29e-06 (fraction)
split B: s_c = 0.18, s_b = 0.24 MV/cm
  tail q = 4.95e-10 (fraction)
s = 0.300 MV/cm; s^2 = 0.0900 (MV/cm)^2
crossings: up 1.20, down -1.00 MV/cm
crossings as voltage: 1.20, -1.00 V
ascending P (uC/cm2): E in MV/cm, erf, relays A, relays B
  0.6: -19.090, -19.095, -19.095
  0.9: -13.654, -13.656, -13.656
  1.2: -0.000, 0.000, 0.000
  1.5: 13.654, 13.656, 13.656
  1.8: 19.090, 19.095, 19.095
descending P (uC/cm2): E in MV/cm, erf, relays A, relays B
  -1.3: -13.654, -13.656, -13.656
  -0.7: 13.654, 13.656, 13.656
  0.0: 19.983, 19.987, 19.987
relay grid: 400 x 400
s_c = 0.24 MV/cm: max truncation error = 8.9e-05 uC/cm2
  bound 2 Ps q = 9.2e-05 uC/cm2
s_c = 0.18 MV/cm: max truncation error = 1.9e-08 uC/cm2
  bound 2 Ps q = 2.0e-08 uC/cm2
s_c = 0.29 MV/cm: max truncation error = 3.0e-03 uC/cm2
  bound 2 Ps q = 3.0e-03 uC/cm2
s recovered from loop A = 0.3000 MV/cm
s recovered from loop B = 0.3000 MV/cm
slope at crossing = 53.19 (uC/cm2)/(MV/cm)
large-tail test: mean coercive = 0.3 MV/cm
  tails A, B = 0.106, 0.048 (fraction)
  max branch difference A-B = 1.83 uC/cm2
reversal reading A: formula -11.807, relays -11.806 uC/cm2
  shift on doubling grid = -0.0012 uC/cm2
reversal reading B: formula -8.193, relays -8.194 uC/cm2
  shift on doubling grid = 0.0013 uC/cm2
A, reading off by -0.02 Ps: s_c, s_b = 0.246, 0.172 MV/cm
correlation 0.5: widths up, down = 0.365, 0.216 MV/cm
linear charge (eps_r 30) at 3.0, -1.0 MV/cm = 7.97, -2.66 uC/cm2
unswitched fraction at 3.0 MV/cm = 9.9e-10
rough breakdown 4.0 MV/cm; margin = 1.33 (ratio)
Merz-type law: tau0 = 1e-13 s, base 1000 Hz, 300 K
  mean coercive at 10 kHz, 300 K = 1.222 MV/cm
  mean coercive at 1 kHz, 358 K = 0.922 MV/cm
interface layer: 0.1 nm, eps_r 10; a = 0.971
  depolarizing field k Ps = 0.219 MV/cm
  apparent s = 0.489 MV/cm
  uncorrected reading A = -9.10 uC/cm2
  false s_c, s_b = 0.321, 0.369 MV/cm
```
